# Transport mass in ultrashort ballistic two-dimensional channels

**Q:** I am choosing a two-dimensional semiconductor for a transistor with a 5 nm channel. I assume that electrons cross it without scattering, so the current is charge times injection velocity. A lighter electron is faster. I should therefore take the smallest transport mass available.

**A:** The velocity part holds if you compare materials at the same electron density. Let us calculate it first, because the same calculation shows what else the mass does.

Take one parabolic conduction band with mass $m_x$ along the channel, $m_y$ across it, and degeneracy $g$ counting spin and valleys. The potential along the channel has a maximum, the barrier top, at energy $E_t$ measured from the source Fermi level. Assume a saturated drain: only the source fills states at the top, and these move towards the drain, $k_x>0$. Their density is

$$n=g\int_{k_x>0}\frac{d^2k}{(2\pi)^2}\,f(E),\qquad f(E)=\frac{1}{1+e^{E/kT}},$$

with $E=E_t+\hbar^2k_x^2/2m_x+\hbar^2k_y^2/2m_y$. Set $k_i=\sqrt{2m_i\varepsilon}\,u_i/\hbar$, where $(u_x,u_y)=(\cos\theta,\sin\theta)$. Then $E=E_t+\varepsilon$ and $d^2k=(\sqrt{m_xm_y}/\hbar^2)\,d\varepsilon\,d\theta$. The half plane gives $\int d\theta=\pi$, and the energy integral of $f$ is a logarithm:

$$n=\frac{g\sqrt{m_xm_y}\,kT}{4\pi\hbar^2}\ln\!\left(1+e^{-E_t/kT}\right).$$

For the current per channel width, weight each state by $qv_x$, with $v_x=\hbar^{-1}\partial E/\partial k_x$. At fixed $k_y$ we have $v_x\,dk_x=dE/\hbar$, so

$$J=\frac{gq}{h}\int\frac{dk_y}{2\pi}\int_{E_t+\hbar^2k_y^2/2m_y}^{\infty}\!f(E)\,dE .$$

The inner integral is again a logarithm. With $t=\hbar k_y/\sqrt{2m_ykT}$,

$$J=\frac{gq}{h}\,\frac{\sqrt{2m_ykT}}{2\pi\hbar}\,kT\int_{-\infty}^{\infty}\!dt\,\ln\!\left(1+e^{-E_t/kT-t^2}\right).$$

The injection velocity is $v=J/(qn)$. At zero temperature put $E_F=-E_t>0$. The logarithms become linear:

$$n=\frac{g\sqrt{m_xm_y}\,E_F}{4\pi\hbar^2},\qquad J=\frac{gq}{h}\int_{-k_m}^{k_m}\frac{dk_y}{2\pi}\left(E_F-\frac{\hbar^2k_y^2}{2m_y}\right),$$

where $k_m=\sqrt{2m_yE_F}/\hbar$. The last integral is $\tfrac43E_Fk_m/2\pi$, so

$$J=\frac{gq\,(2E_F)^{3/2}\sqrt{m_y}}{6\pi^2\hbar^2},\qquad v=\frac{4}{3\pi}\sqrt{\frac{2E_F}{m_x}} .$$

For an isotropic band, $m_x=m_y=m$, fixed $n$ means $E_F\propto1/m$, hence $v\propto1/m$. At 300 K with $g=2$ and $n=5\times10^{16}\ \mathrm{m^{-2}}$, the full formulas give $7.8\times10^5$ m/s for $0.05\,m_e$ and $2.1\times10^5$ m/s for $0.2\,m_e$, where $m_e$ is the free-electron mass. The ratio is 3.8, close to the zero-temperature value of 4.

**Q:** That supports my choice. What is wrong with comparing at fixed density?

**A:** The circuit fixes the gate voltage, and the density then follows from the material. Raising the gate voltage by $V$ does two things: it lowers the barrier top from its off-state height $\Phi$ to $E_t$, and it puts charge on the insulator capacitance $C$ per area. If the gate controls the top perfectly and the off-state charge is negligible,

$$qV=\Phi-E_t+\frac{q^2n}{C}.$$

A light isotropic band has few states per energy. The top must move far to collect charge, and even then the charge may be small.

Consider zero temperature and a fixed overdrive $V_o$, defined by $qV_o=qV-\Phi$. Inserting $n$ gives

$$qV_o=E_F+\frac{q^2}{C}\frac{gmE_F}{4\pi\hbar^2}=E_F\left(1+\frac{m}{m_0}\right),\qquad m_0=\frac{4\pi\hbar^2C}{gq^2}.$$

Substituting this $E_F$ into $J\propto\sqrt m\,E_F^{3/2}$ yields

$$J\propto\frac{\sqrt m}{(1+m/m_0)^{3/2}},\qquad \frac{d\ln J}{dm}=\frac{1}{2m}-\frac{3}{2(m_0+m)} .$$

The derivative vanishes when $m_0+m=3m$, that is at $m=m_0/2$. It is positive below this mass and negative above, so this is the maximum. There $E_F=qV_o/(1+\tfrac12)=\tfrac23qV_o$: two thirds of the overdrive moves the band and one third charges the insulator.

The two sides have different physics. For $m\ll m_0$ the band follows the gate, $E_F\approx qV_o$, and $J\propto\sqrt m$ because a heavier band offers more transverse states. For $m\gg m_0$ the density is pinned at $CV_o/q$ and $J\propto1/m$. Your rule describes this second side.

**Q:** So the insulator decides which side I am on?

**A:** Through $m_0\propto C$, yes. As $C\to0$ at fixed $V_o$, $m_0$ tends to zero and any given mass lies on the heavy side, where lighter is better. As $C\to\infty$, any given mass lies on the light side, where heavier is better.

For $C=0.03\ \mathrm{F/m^2}$ and $g=2$, $m_0=8.17\times10^{-32}$ kg, or $0.0896\,m_e$. The optimum is half of that, $0.0448\,m_e$. A numerical maximization at 10 K, using the full logarithmic integrals, finds the same value to the digits given. With $V_o=0.3$ V, $E_F=\tfrac23\times0.3=0.20$ eV, and the current is about 1600 A/m.

**Q:** Then I will avoid the density-of-states problem. I can choose an anisotropic material and point its light axis along the channel, keeping $m_y$ heavy. Does the low density of states still hurt?

**A:** It lowers the charge, but it does not lower the current. The formula for $J$ contains $m_y$ and $E_t$ but no $m_x$. Making $m_x$ smaller removes states along $x$ and speeds up the remaining ones by the factor that compensates.

What remains is the effect of $m_x$ on $E_t$. Hold $\Phi$ and $m_y$ fixed. The right side of the gate balance decreases when $E_t$ rises, because both $-E_t$ and $n$ decrease. At given $E_t$ it increases with $m_x$, because $n\propto\sqrt{m_x}$. If $m_x$ grows, $E_t$ must therefore rise to restore the balance, and the integrand of $J$ then falls for every $t$. So $J$ decreases as $m_x$ increases, at any temperature.

We must also check that $\Phi$ really is independent of $m_x$. If the off-state current flows only over the barrier, and $\Phi\gg kT$, then $\ln(1+y)\approx y$ and

$$J_{\rm th}=\frac{gq}{h}\frac{\sqrt{2\pi m_ykT}}{2\pi\hbar}\,kT\,e^{-\Phi/kT},$$

which has no $m_x$ in it. A prescribed off-current then fixes $\Phi$ through $m_y$ alone.

With $m_y=0.2\,m_e$, a gate swing of 0.5 V and an off-current of 0.1 A/m at 300 K, the on-current without tunnelling is about 2890 A/m at $m_x=0.02\,m_e$ and 540 A/m at $m_x=1\,m_e$. A test on forty masses between these ends found a decrease at every step.

**Q:** So for an anisotropic band I was right after all.

**A:** You are right as long as the off-current goes over the barrier. The words "without tunnelling" carry that result, and they are the weak point at 5 nm.

Model the off-state barrier as an inverted parabola of height $\Phi$ and width $L$ at the source Fermi level:

$$U(x)=\Phi\left(1-\frac{4x^2}{L^2}\right)=\Phi-\frac12m_x\omega^2x^2,\qquad \omega=\frac1L\sqrt{\frac{8\Phi}{m_x}} .$$

Let $E$ now be the energy of motion along $x$, including the potential. The probability of passing the parabola is

$$\mathcal T(E)=\frac{1}{1+e^{2\pi(\Phi-E)/\hbar\omega}} .$$

**Q:** I know the exponential for deep tunnelling. Where does the 1 in the denominator come from?

**A:** From matching the waves on the two sides. Put $y=x\sqrt{m_x\omega/\hbar}$ and $\epsilon=(E-\Phi)/\hbar\omega$. The Schrödinger equation becomes $\psi''+(y^2+2\epsilon)\psi=0$. Far away the local wavenumber is $\sqrt{y^2+2\epsilon}\approx y+\epsilon/y$, with integral $y^2/2+\epsilon\ln y$. The transmitted wave on the right is therefore

$$\psi\to B\,y^{-1/2+i\epsilon}e^{iy^2/2}.$$

On the left, $e^{-iy^2/2}$ has wavenumber $-y=|y|$ and is the incident wave, with amplitude 1. The factor $e^{+iy^2/2}$ belongs to the reflected wave, with amplitude $R$.

To connect them, continue $y=\rho e^{i\varphi}$ at large $\rho$ through the upper half plane, from $\varphi=0$ to $\pi$. The magnitude of $e^{iy^2/2}$ is $e^{-\rho^2\sin(2\varphi)/2}$. For $0<\varphi<\pi/2$ this term is the decaying one and stands alone. For $\pi/2<\varphi<\pi$ it is the growing one. The other exponential can enter there, but as the smaller term it leaves the coefficient of the larger one unchanged. At $\varphi=\pi$ we can then read off

$$R=B\,(e^{i\pi})^{-1/2+i\epsilon}=-iB\,e^{-\pi\epsilon}.$$

All these waves carry current in proportion to their squared amplitudes, so $|R|^2+|B|^2=1$. Hence $|B|^2(1+e^{-2\pi\epsilon})=1$, which is the stated $\mathcal T$. Direct numerical integration of the wave equation agrees with it within 0.2% at three energies, two below the top and one above.

The formula belongs to a smooth parabola. A sharp junction with the contacts would change the transmission.

**Q:** How much does this add to the off-current?

**A:** While the Boltzmann factor is a good approximation, the $k_y$ integral is the one in $J_{\rm th}$. Only the energy integral changes. With $E=\Phi+\hbar\omega s/2\pi$ and $\alpha=\hbar\omega/(2\pi kT)$,

$$\int dE\,e^{-E/kT}\mathcal T(E)=e^{-\Phi/kT}\,\alpha kT\int_{-\infty}^{\infty}\frac{e^{-\alpha s}}{1+e^{-s}}\,ds .$$

Call the last integral $I$. Shifting the path by $2\pi i$ multiplies the integrand by $e^{-2\pi i\alpha}$, and the one pole between the paths, $s=i\pi$, has residue $e^{-i\pi\alpha}$. For $0<\alpha<1$ the ends of the contour vanish, so $I(1-e^{-2\pi i\alpha})=2\pi i\,e^{-i\pi\alpha}$ and $I=\pi/\sin\pi\alpha$. Without tunnelling the energy integral would be $kTe^{-\Phi/kT}$. Therefore

$$\frac{J_{\rm off}}{J_{\rm th}}=\frac{\pi\alpha}{\sin\pi\alpha},\qquad 0<\alpha<1.$$

The Boltzmann factor must hold at all energies that contribute, which requires $\Phi\gg kT$ and $(1-\alpha)\Phi\gg\alpha kT$. Close to $\alpha=1$ the formula therefore overestimates the current. For small $\alpha$ it gives $1+(\pi\alpha)^2/6$, a weak correction. For $0.3\,m_e$, $L=10$ nm and $\Phi=0.3$ eV, $\alpha=0.48$ and the factor is 1.51, in agreement with the full integral over Fermi-occupied states.

**Q:** And when $\alpha$ reaches 1?

**A:** The formula diverges, but the current does not. Going down in energy, the Boltzmann factor then grows at least as fast as $\mathcal T$ falls, so the integral has no lower cutoff. In reality the occupation cannot exceed one, and when $\alpha$ is well above 1 the current comes mainly from energies at and below the source Fermi level, within one or two times $\hbar\omega/2\pi$ of it. At the Fermi level, $E=0$, the tunnelling exponent is

$$\frac{2\pi\Phi}{\hbar\omega}=\frac{\pi L\sqrt{m_x\Phi}}{\sqrt2\,\hbar}.$$

A light mass makes it small. In this regime I use the full integral, starting from a contact band edge 0.30 eV below the Fermi level.

Take an isotropic band, $L=5$ nm and the same barrier, $\Phi=0.3$ eV, for two masses. At $0.2\,m_e$ the leakage is 0.068 A/m. At $0.05\,m_e$ it is 3.65 A/m, about 53 times more. These values use the smooth-parabola formula; the ratio depends on how the barrier joins the contacts. The part that would flow over the top classically is only 0.0019 and 0.00095 A/m, and it is smaller for the light mass. The excess leakage of the light mass is tunnelling.

**Q:** I could raise the barrier until the leakage is acceptable. Why should that affect the on-current?

**A:** Because the same gate swing must then pull a higher barrier down. When tunnelling dominates, a given off-current requires a nearly fixed exponent, apart from slowly varying prefactors. The formula above then gives $\Phi\propto1/(m_xL^2)$. At a strictly fixed exponent, halving the mass doubles the barrier, and halving the length quadruples it. The prefactors change these factors somewhat.

Here are isotropic bands at 300 K with $g=2$, $C=0.03\ \mathrm{F/m^2}$, $V=0.5$ V and an off-current of 0.1 A/m. First, $L=5$ nm:

| $m/m_e$ | $\Phi$ (eV) | $E_t$ (eV) | $n$ (m$^{-2}$) | $J$ (A/m) |
|---|---|---|---|---|
| 0.05 | 1.02 | 0.522 | $4.7\times10^{6}$ | see below |
| 0.10 | 0.479 | −0.001 | $3.8\times10^{15}$ | 115 |
| 0.20 | 0.281 | −0.066 | $2.9\times10^{16}$ | 775 |
| 0.40 | 0.235 | −0.045 | $4.1\times10^{16}$ | 725 |

From $0.10$ to $0.05\,m_e$ the barrier rises by a factor $1.02/0.479=2.1$, near the predicted 2.

You can follow the voltage in the third row. Moving the top takes $0.281+0.066=0.348$ eV before rounding of the entries. The charge takes $qn/C=(1.602\times10^{-19})(2.853\times10^{16})/0.03=0.152$ V. Together they make the 0.5 V swing. The injection velocity is $1.694\times10^5$ m/s, so $J=qnv=(1.602\times10^{-19})(2.853\times10^{16})(1.694\times10^5)\approx774$ A/m, which matches the table within rounding.

**Q:** Why is there no current in the first row?

**A:** The calculation gives a value that prints as zero, below even the prescribed off-current of 0.1 A/m. That cannot be right physically, since lowering a barrier should not reduce the current. The cause is my bookkeeping: the off-current includes tunnelling, while the on-current counts only electrons above the top. In the last two rows, where the top lies below the Fermi level, the error is moderate: applying $\mathcal T$ with the off-state curvature to the on-state barrier raises the current by about 20% and 15%. In the second row the top lies at the Fermi level. Electrons just below it partly tunnel and electrons just above it are partly reflected, but the states below are more strongly occupied, so 115 A/m is a marked underestimate; the same estimate gives about 400 A/m. In the first row the top remains 0.52 eV above, and the omitted tunnelling current is the larger part.

The row still shows that the device does not turn on in the intended way: the whole swing is spent and a high barrier remains. The off-current target demands a barrier of 1.02 eV, about twice what the gate swing could remove. Whether a real band gap would support such a barrier is a separate question, which this model does not answer.

Notice that the few electrons above the top are still fast. Their velocity is $2.4\times10^5$ m/s, against $1.7\times10^5$ m/s at $0.2\,m_e$. Injection velocity alone would have picked the wrong material.

**Q:** Does the omitted on-state tunnelling rescue the light mass?

**A:** Not in the estimate I made. The optimum at 5 nm is $0.25\,m_e$ with classical on-current. Including transmission through and above the on-state barrier, with the off-state curvature retained, moves it to $0.23\,m_e$. Replacing the parabola by a square barrier of the same length, with its exact transmission and the classical on-current, also gives $0.23\,m_e$. The second digit of the optimum mass depends on such choices, and the on-current at the optimum changes by tens of percent.

**Q:** Is this peculiar to 5 nm, or would I see it in a longer channel?

**A:** At $L=20$ nm the lightest of the four masses moves from last place to first:

| $m/m_e$ | $\Phi$ (eV) | $\alpha$ | $J$ (A/m) |
|---|---|---|---|
| 0.05 | 0.190 | 0.47 | 1710 |
| 0.10 | 0.194 | 0.33 | 1528 |
| 0.20 | 0.200 | 0.24 | 1167 |
| 0.40 | 0.208 | 0.17 | 815 |

The barriers are now nearly equal and $\alpha$ is below one half, so tunnelling is a modest correction. Among these four masses the lightest wins.

The best isotropic mass is about $0.039\,m_e$ without tunnelling, $0.046\,m_e$ at 20 nm, $0.08\,m_e$ at 10 nm and $0.25\,m_e$ at 5 nm. The corresponding classical on-currents are about 1810, 1710, 1410 and 800 A/m. Choosing the mass well does not recover the long-channel current. The optimum does not follow $1/L^2$ over this range, since thermal leakage and the density of states also matter.

**Q:** And my anisotropic material at 5 nm?

**A:** With $m_y=0.2\,m_e$ held fixed, the best transport mass becomes about $0.26\,m_e$, with 815 A/m. Without tunnelling there was no such optimum in the range studied, and the lightest mass was best. Here the limit comes from leakage, through the barrier height it demands.

**Q:** Then what should I compare when I choose a material?

**A:** Compare on-currents at the same off-current, gate swing and channel length, with $m_x$ and $m_y$ treated separately. First find the $\Phi$ that meets the off-current. Compare it with the barrier that would suffice without tunnelling. If tunnelling raises it so far that it takes nearly all of $qV$, the transport mass is too small for that length, however high the injection velocity. If $\Phi$ hardly depends on $m_x$, a smaller $m_x$ at fixed $m_y$ helps. For an isotropic band whose $\Phi$ is hardly raised by tunnelling, compare $m$ with $m_0/2$, the optimum found at zero temperature and fixed overdrive. Where tunnelling raises $\Phi$ appreciably, as for light masses at 5 nm, $m_0$ is no guide to the best mass.

The masses quoted belong to this model and to the off-current of 0.1 A/m. A stricter target moves the isotropic optimum at 5 nm to much heavier masses, about $0.36\,m_e$ at 0.01 A/m and $0.7\,m_e$ at $10^{-4}$ A/m. The model leaves out scattering, contact resistance, band-to-band tunnelling, nonparabolic bands and imperfect gate control, and it assumes that the source can supply the required electrons. Any of these can move the optimum. The numerical output gives the remaining values.

## Computed results

```
temperature 300 K, kT 0.02585 eV, degeneracy 2
capacitance 0.03 F/m^2, gate swing 0.5 V
off-current 0.1 A/m, contact edge depth 0.30 eV
mass scale m0: 0.0896 m_e = 8.166e-32 kg
zero-T optimum m0/2: 0.0448 m_e
numerical optimum at 10 K: 0.0448 m_e
overdrive 0.3 V: E_F at optimum 0.200 eV
zero-T current at that optimum: 1595 A/m
fixed density 5.0e+16 m^-2, injection velocity:
  0.05 m_e: 7.817e+05 m/s; 0.2 m_e: 2.059e+05 m/s
leakage at 0.3 eV barrier, 5 nm (total; over-top only):
  0.05 m_e: 3.650e+00 A/m; 9.497e-04 A/m
  0.2 m_e: 6.832e-02 A/m; 1.899e-03 A/m
enhancement check: 0.3 m_e, 10 nm, 0.3 eV barrier
  alpha 0.4807, formula 1.5129, integral 1.5128
isotropic band, L = 5 nm
 m/m_e  phi(eV) alpha  e_top(eV)  n(m^-2)   v(m/s)    J(A/m)
 0.05  1.0217  4.346    0.5217  4.651e+06 2.406e+05     0.000
 0.10  0.4789  2.104   -0.0007  3.815e+15 1.882e+05   115.011
 0.20  0.2813  1.140   -0.0664  2.853e+16 1.694e+05   774.504
 0.40  0.2352  0.737   -0.0451  4.114e+16 1.100e+05   724.899
isotropic band, L = 20 nm
 m/m_e  phi(eV) alpha  e_top(eV)  n(m^-2)   v(m/s)    J(A/m)
 0.05  0.1897  0.468   -0.1992  2.081e+16 5.130e+05  1710.167
 0.10  0.1935  0.334   -0.1448  3.027e+16 3.151e+05  1528.044
 0.20  0.2000  0.240   -0.0923  3.888e+16 1.873e+05  1166.739
 0.40  0.2078  0.173   -0.0507  4.522e+16 1.125e+05   814.995
optimum isotropic mass without tunnelling: 0.0386 m_e
  on-current there: 1811 A/m
optimum isotropic mass, L = 5 nm: 0.2479 m_e, J = 804 A/m
optimum isotropic mass, L = 10 nm: 0.0805 m_e, J = 1409 A/m
optimum isotropic mass, L = 20 nm: 0.0460 m_e, J = 1712 A/m
only mx varied, my = 0.2 m_e:
  no tunnelling, mx = 0.02 m_e: 2889 A/m
  no tunnelling, mx = 1.00 m_e: 537 A/m
  with tunnelling, L = 5 nm: optimum mx 0.2580 m_e, J = 815 A/m
5 nm optimum, square barrier: 0.2262 m_e
5 nm optimum, on-state tunnelling added: 0.2272 m_e
drain/source leakage ratio, 0.05 m_e, 5 nm: 4.6e-06
```
